# Why etched cavity facets need not show the equilibrium crystal shape

**Question**

I etched a long cavity into a crystal and found flat, reproducible walls, all of one crystallographic family. My reading was that these must be the planes of lowest surface energy, since a crystal lowers its free energy by exposing them. A colleague says that the walls tell me about etch rates and nothing about surface energies. Can a cavity really end up bounded by the plane of *higher* surface energy? If so, what happens to the thermodynamic argument?

**Answer**

Yes, in principle it can. A model with two families of walls and independently chosen barriers is enough to show it, and the second law is respected throughout.

**The geometry**

Take a long prismatic cavity in a simple cubic crystal, with its axis along [001], and ignore the end caps. Its possible walls are four of type S = {100} and four of type F = {110}, alternating at 45°. Let $h_S$ and $h_F$ be their distances from the axis. Energies and areas below refer to the cross-section, that is, to unit depth.

The S wall at $x=h_S$ ends where it meets the F wall $(x+y)/\sqrt2=h_F$, at $y=\sqrt2h_F-h_S$. The other end is its mirror image. The same argument applies to F, so

$$L_S=2(\sqrt2h_F-h_S),\qquad L_F=2(\sqrt2h_S-h_F).$$

If one of these expressions is negative, that family is absent. With both present, the cross-section consists of eight triangles of area $hL/2$:

$$A=2(h_SL_S+h_FL_F)=4(2\sqrt2\,h_Sh_F-h_S^2-h_F^2).$$

**What equilibrium selects**

Let $\gamma_i$ be the interface free energy of wall $i$ *in contact with the etchant*. The surface energy is

$$E=4(\gamma_SL_S+\gamma_FL_F)=8\left[\gamma_S(\sqrt2h_F-h_S)+\gamma_F(\sqrt2h_S-h_F)\right].$$

Let $W$ be the expression for $A$ with each $h_i$ replaced by $\gamma_i$. Multiplying out gives

$$E^2-4AW=64\,(h_S\gamma_F-h_F\gamma_S)^2\ge0.$$

At fixed $A$, the energy is therefore lowest when the bracket vanishes:

$$\frac{h_S}{h_F}=\frac{\gamma_S}{\gamma_F},\qquad E_{\min}=2\sqrt{AW}.$$

This is the Wulff construction for our cavity. Both families appear if $1/\sqrt2<\gamma_S/\gamma_F<\sqrt2$. The derivation keeps the four walls of each family equivalent. A numerical search with all eight side lengths free gave the same minimum $E/\sqrt A$ to one part in $10^6$ for the surface energies used below.

**What etching selects**

A wall's etch rate depends on the barrier that must be crossed to remove material. In atomic units, with $\tau=k_BT$, the transition-state attempt frequency is $\tau/2\pi$. Suppose that each net removal event advances wall $i$ by its layer spacing $d_i$. Then

$$R_i=d_i\,\frac{\tau}{2\pi}\,e^{-G_i/\tau}\left(1-e^{-\Delta\mu/\tau}\right).$$

Here $\Delta\mu>0$ is the free energy released per dissolved unit, and $G_i$ is an effective barrier that includes the scarcity of active sites. The second term in the bracket is redeposition; detailed balance fixes its ratio to removal.

Surface energy and barrier are different quantities. The first is the reversible work of making the interface, a difference between equilibrium states. The second also involves the saddle point between states. Raising the saddle slows removal and redeposition by the same factor and leaves both end states, and hence $\gamma_i$, unchanged. Thermodynamics therefore does not forbid $\gamma_S>\gamma_F$ together with $G_S>G_F$, and I choose that case. It is an assumption, and it needs a saddle that depends on orientation through the etch chemistry. The part of $G_i$ that counts active sites depends on step and kink energies, which come from the same bonds as $\gamma_i$. In a crystal where the removal barrier is just the sum of the broken bonds, the slow wall tends to be the low-energy wall: nearest-neighbour bonds give $\gamma_S/\gamma_F=1/\sqrt2$ with S the slow family. The two readings then agree, although it is still the rates that select the walls.

Under constant conditions $h_i(t)=h_{i0}+R_it$, which gives

$$L_F(t)=2\left[(\sqrt2h_{S0}-h_{F0})-(R_F-\sqrt2R_S)\,t\right].$$

If $R_F>\sqrt2R_S$, the fast wall shrinks and disappears at

$$t^*=\frac{\sqrt2h_{S0}-h_{F0}}{R_F-\sqrt2R_S}.$$

The fast wall runs ahead into the crystal, and its slower neighbours lengthen until they meet.

Could another wall reappear at the corner between two S walls? That depends on the rates of intermediate orientations. I assume that such a wall is a staircase of S and F pieces. If its unit normal is $\mathbf n=a\mathbf n_S+b\mathbf n_F$, with $a,b\ge0$, a unit length of wall contains lengths $a$ and $b$ of the two pieces, so

$$R(\mathbf n)=aR_S+bR_F.$$

The corner itself moves along $\mathbf n$ at $aR_S+b\sqrt2R_S$. The trial wall is faster by $b(R_F-\sqrt2R_S)>0$, overtakes the corner and vanishes. A crystal with some third orientation slow enough to lag behind the corner would violate this assumption, and that orientation would appear.

I also solved the moving-front equation with this staircase law on a grid, without telling it which walls should survive. The start was $h_S=1.2$, $h_F=1$, with $R_S=1$ and duration 1.4 in dimensionless units. For $R_F/R_S=3.0$, 1.2 and 0.5, the polygon picture predicts S walls alone, both families, and F walls alone. The computed areas were 26.85, 22.89 and 11.52, against polygon areas of 27.04, 23.06 and 11.56. All agree within 1% of the polygon value.

**A worked case**

Take these round parameters at 350 K, where $\tau=0.03016$ eV:

| | S {100} | F {110} |
|---|---:|---:|
| $\gamma$ (eV/Å²) | 0.080 | 0.065 |
| $G$ (eV) | 0.85 | 0.75 |
| $d$ (Å) | 2.70 | 1.91 |
| $R$ (Å/s) | 11.3 | 221 |

The driving free energy is $\Delta\mu=1.00$ eV. Since $d_F/d_S=1/\sqrt2$, the rate ratio is

$$\frac{R_F}{R_S}=\frac{1}{\sqrt2}\,e^{0.10/0.03016}\approx19.5,$$

well above $\sqrt2$. For these spacings the condition $R_F>\sqrt2R_S$ reads $G_S-G_F>\tau\ln2=0.021$ eV, and the chosen difference is 0.10 eV.

The surface-energy ratio is $0.080/0.065=1.23$, below $\sqrt2$, so the equilibrium cavity has both families. Its length ratio is $L_S/L_F=0.248$: the low-energy F walls make up about 80% of the perimeter.

Now start with exactly this equilibrium shape, with $h_{F0}=10\,000$ Å and $h_{S0}=12\,308$ Å, and etch:

$$t^*=\frac{\sqrt2(12\,308)-10\,000}{220.91-\sqrt2(11.34)}\ \text{s}\approx36\ \text{s}.$$

The F length falls from 14 811 Å to zero, while the S length grows from 3669 Å to about 25 400 Å. From then on the cavity is a square of S walls, the slower planes with the higher surface energy.

As a control, exchange the two barriers and hold the surface energies fixed. The rates become 312 Å/s for S and 8.0 Å/s for F, and the F walls alone survive. The etched shape has changed completely, although the equilibrium shape has not. In this second case the surviving plane does have the lower surface energy, but the rates selected it.

**Where the thermodynamic argument goes wrong**

The requirement is that the *total* free energy falls. Surface energy is one part of it. With $\Omega$ the volume per dissolved unit, the change per unit depth is

$$\Delta F=-\frac{\Delta\mu}{\Omega}\,\Delta A+\Delta E.$$

For the square cavity, $E=8\gamma_Sh_S$ and $A=4h_S^2$, so $dE/dA=\gamma_S/h_S$. Removing one unit thus costs $\Omega\gamma_S/h_S$ in surface energy. With $\Omega=19.7$ Å³, this is $8.2\times10^{-5}$ eV after 600 s of etching, against the 1 eV released.

Over those 600 s the surface energy rises by about 7200 eV per Å of depth, while the bulk term is $-5.5\times10^7$ eV per Å. At the final area, the square has 1.25 times the surface energy of the equilibrium shape. The reaction pays for that excess easily.

**When surface energy matters again**

Surface energy does influence very short walls. Move one F wall outward by $\delta h$ with the others fixed. It shortens by $2\delta h$, and each of its two S neighbours lengthens by $\sqrt2\,\delta h$. The energy therefore changes by $\Lambda_F\delta h$, with

$$\Lambda_F=2(\sqrt2\gamma_S-\gamma_F)=0.0963\ \text{eV/Å}^2,$$

while the area grows by $L_F\delta h$. The cost per unit area is $\Lambda_F/L_F$, which reduces the driving free energy on that wall to $\Delta\mu-\Omega\Lambda_F/L_F$. I take the barrier for removal as unchanged.

A small F wall can then persist at a corner of a large cavity if it keeps pace with the corner, that is, if its speed equals $\sqrt2R_S$. Writing $\rho=\sqrt2R_S/R_F$, this requires

$$1-e^{-(\Delta\mu-\Omega\Lambda_F/L_F)/\tau}=\rho\left(1-e^{-\Delta\mu/\tau}\right).$$

Isolating the exponential and taking the logarithm gives the stationary length

$$\ell^*=\frac{\Omega\Lambda_F}{\Delta\mu+\tau\ln\left[1-\rho\left(1-e^{-\Delta\mu/\tau}\right)\right]}.$$

It is stable. A shorter wall has a smaller driving force, lags behind the corner and lengthens; a longer one does the reverse.

For $\Delta\mu=1$ eV, $\ell^*=1.9$ Å. That is less than the 2.7 Å lattice spacing, so the continuum model predicts no resolvable F facet. For $\Delta\mu=0.02$ eV, with the barriers unchanged, it is about 100 Å; on a real facet that etches by nucleating new layers the effective barrier itself depends on $\Delta\mu$, so this figure belongs to the model. As $\Delta\mu\to0$, expanding the logarithm gives $\ell^*\simeq\Omega\Lambda_F/[(1-\rho)\Delta\mu]$, which grows without limit. Once it is comparable with the cavity, capillarity also slows the S walls appreciably and helps to set the whole shape. A small $\Delta\mu$ alone does not give the equilibrium shape, however. In an open bath the shape $h_i=\Omega\gamma_i/\Delta\mu$ is stationary but unstable: a larger cavity grows towards the etched shape, and a smaller one shrinks with a shape that also depends on the rates. The better source of information about $\gamma$ is a closed cavity annealed at fixed volume for long enough to rearrange, because material then only moves from wall to wall and the shape relaxes to the Wulff form.

**Comparison with a real etch**

The fast rate, 1.3 µm/min, is of the order found for silicon in hot aqueous KOH; the slow rate is 0.068 µm/min. The barriers are effective free energies chosen for this model, not measured activation energies. The resemblance to silicon ends with the fast rate: silicon is not simple cubic, its slow planes are {111}, and the surface energies here were chosen to build a counterexample. They are probably high for a wet, chemically terminated surface. Lowering both by the same factor would reduce the capillary costs above by that factor, but lowering them unequally could raise the cost of a short F wall, which depends on $\sqrt2\gamma_S-\gamma_F$.

Real baths also break the assumption of a uniform etchant. For a stagnant layer of $10^6$ Å, a diffusivity of $3\times10^{11}$ Å²/s, an etchant concentration of 0.003 Å⁻³ and two ions consumed per unit, the depletion at a flat, open F surface is

$$\frac{2R_F}{\Omega}\,\frac{10^6\ \text{Å}}{(3\times10^{11}\ \text{Å}^2/\text{s})(0.003\ \text{Å}^{-3})}\approx2.5\%$$

of the bulk concentration. In a long, narrow cavity the etchant must diffuse in along the axis, and the depletion far from the opening can be much larger. Across a section only a few micrometres wide, however, the concentration is nearly uniform, so S and F slow down together. If both rates are proportional to concentration, their ratio is unchanged and F merely disappears later. If they depend on concentration differently, the contrast could shrink, and F might survive. Warming by 10 K at fixed barriers lowers the rate ratio only to 17.8.

Adsorption deserves more care. The surface-energy gap, 0.015 eV/Å², amounts to 0.11 eV per lattice-cell area $a^2$, with $a=2.7$ Å. An adsorbate that lowers $\gamma_S$ by that much more than $\gamma_F$ closes the gap. This is why the comparison must use surface energies in the etchant, not in vacuum.

So your colleague is right about what selected the walls. Within this model, seeing S alone tells you that $R_F>\sqrt2R_S$, provided the etch has run long enough that F walls slower than this would have grown to a visible length at the corners. It does not tell you which $\gamma$ is lower. The full numerical output follows below.

## Computed results

```
Temperature: 350 K; k_B T: 0.03016 eV
Lattice spacing: 2.70 A; unit volume: 19.683 A^3
Layer spacing S, F: 2.700, 1.909 A
Surface energy S, F: 0.080, 0.065 eV/A^2
Barrier S, F: 0.85, 0.75 eV
Driving free energy: 1.00 eV per unit
Attempt frequency: 7.293e+12 1/s
Etch rate S, F: 11.34, 220.91 A/s
Etch rate S: 0.0681 micrometre/min
Etch rate F: 1.3255 micrometre/min
Rate ratio F/S: 19.47; threshold: 1.4142
Surface-energy ratio S/F: 1.2308
Barrier-difference threshold: 0.0209 eV
Equilibrium length ratio S/F: 0.2477
Lambda S, F: 0.02385, 0.09627 eV/A^2
Wulff polygon area W: 0.016331 eV^2/A^4
Minimum E/sqrt(A): 0.25559 eV/A^2
S-only E/sqrt(A): 0.32000 eV/A^2
F-only E/sqrt(A): 0.26000 eV/A^2
Time at which F disappears: 36.15 s
t=0.00 s: h_S=12308 A, L_S=3669 A, L_F=14811 A
t=18.07 s: h_S=12513 A, L_S=14552 A, L_F=7406 A
t=36.15 s: h_S=12718 A, L_S=25436 A, L_F=0 A
t=600.00 s: h_S=19115 A, L_S=38229 A, L_F=0 A
Final energy / equilibrium at same area: 1.2520
Surface energy change: 7208.3 eV/A depth
Bulk free-energy change: -5.4612e+07 eV/A depth
Front test R_F/R_S=3.0: area 26.854, polygon 27.040 (dimensionless)
Front test R_F/R_S=1.2: area 22.893, polygon 23.064 (dimensionless)
Front test R_F/R_S=0.5: area 11.519, polygon 11.560 (dimensionless)
Swapped barriers, rate S, F: 312.42, 8.02 A/s
Swapped, growth of L_S, L_F: 0.00, 16.04 A/s
Corner F length, drive 1.00 eV: 1.899 A
Corner F length, drive 0.02 eV: 100.16 A
Final capillary cost: 8.238e-05 eV per unit
Capillary size omega*gamma_S/dmu: 1.575 A
Stagnant layer: 1.0e+06 A; diffusivity: 3.0e+11 A^2/s
Etchant concentration: 0.0030 1/A^3
Etchant ions consumed per unit: 2
Etchant depletion at F: 2.49 percent
Rate ratio F/S at 360 K: 17.76
Entropy scale k_B T ln2/a^2: 0.00287 eV/A^2
Surface-energy gap: 0.0150 eV/A^2
Adsorption shift to close gap: 0.1094 eV per a^2
```
